# Polarization narrowing of the transport gap in a molecular solid: a program that tests the result

```python
"""
Result under test: a molecule of Born radius R in a dielectric solid of
relative permittivity eps has its transport gap IE - EA narrowed by
    2 P = (K / R) (1 - 1/eps),   K = e^2 / (4 pi epsilon_0).
P  : polarization (Born) energy of one singly charged ion, in eV
IE : ionization energy;  EA : electron affinity (positive if bound)
Lengths are in nm and energies in eV unless SI is stated.
The formula is compared with numerical field-energy integrals and with
a finite-element solution of the radial Poisson equation.
"""
import numpy as np
from scipy.constants import e, epsilon_0, pi
from scipy.integrate import quad
from scipy.linalg import solveh_banded

K = e / (4 * pi * epsilon_0) * 1e9   # eV nm


def born_energy(radius, eps):
    """Derived formula for the stabilization of one ion."""
    return K / (2 * radius) * (1 - 1 / eps)


def outside_field_energy(radius_nm, eps):
    """Integral of the SI energy density outside the sphere, in eV."""
    radius = radius_nm * 1e-9

    def integrand(x):
        r = x * radius
        field = e / (4 * pi * epsilon_0 * eps * r**2)
        density = 0.5 * epsilon_0 * eps * field**2
        return density * 4 * pi * r**2 * radius / e

    return quad(integrand, 1, np.inf)[0]


N_IN, N_MID, N_OUT = 400, 2000, 6000
I_R = N_IN              # node on the molecular sphere
I_FAR = N_IN + N_MID    # node at ten molecular radii


def make_grid(radius):
    return np.concatenate([
        np.linspace(0, radius, N_IN + 1),
        np.geomspace(radius, 10 * radius, N_MID + 1)[1:],
        np.geomspace(10 * radius, 1e6, N_OUT + 1)[1:]])


def medium(eps, finite=False):
    """Permittivity of each element; the molecule's interior has 1."""
    values = np.ones(N_IN + N_MID + N_OUT)
    values[I_R:] = eps
    if finite:
        values[I_FAR:] = 1.0
    return values


def solve_poisson(r, eps_elements, charge):
    """Linear finite elements; charge in units of e on each node.
    Returns the potential in volts and the total energy in eV."""
    h = np.diff(r)
    stiffness = eps_elements * (r[1:]**3 - r[:-1]**3) / (3 * h**2)
    diagonal = stiffness.copy()
    diagonal[1:] += stiffness[:-1]
    banded = np.zeros((2, len(h)))
    banded[1] = diagonal
    banded[0, 1:] = -stiffness[:-1]
    potential = np.zeros(len(r))
    potential[:-1] = solveh_banded(banded, K * charge[:-1])
    return potential, 0.5 * np.dot(charge, potential)


def shell_charge(r):
    charge = np.zeros(len(r))
    charge[I_R] = 1.0
    return charge


def ball_charge(r):
    charge = np.zeros(len(r))
    charge[:I_R + 1] = r[:I_R + 1]**2
    return charge / charge.sum()


# Born formula against both numerical roads
worst_quad = worst_fem = 0.0
for radius in (0.4, 0.5, 0.7):
    grid = make_grid(radius)
    for eps in (2.0, 3.0, 6.0):
        P_formula = born_energy(radius, eps)
        P_quad = (outside_field_energy(radius, 1.0)
                  - outside_field_energy(radius, eps))
        worst_quad = max(worst_quad, abs(P_quad - P_formula))
        for profile in (shell_charge, ball_charge):
            rho = profile(grid)
            gas = solve_poisson(grid, medium(1.0), rho)[1]
            solid = solve_poisson(grid, medium(eps), rho)[1]
            worst_fem = max(worst_fem, abs(gas - solid - P_formula))
assert worst_quad < 1e-7
assert worst_fem < 1e-4

# Worked example
R, EPS = 0.5, 3.0
IE_GAS, EA_GAS = 7.0, 2.0
P = born_energy(R, EPS)
narrowing = 2 * P
grid = make_grid(R)
shell, ball = shell_charge(grid), ball_charge(grid)
vacuum, solid_eps = medium(1.0), medium(EPS)
assert abs(narrowing - 1.9) < 0.05

# Level shifts from total energies of cation, neutral and anion
fixed = np.zeros(len(grid))
fixed[I_FAR] = 5.0      # permanent charge held in the surroundings


def level_shifts(environment):
    change = {}
    for z in (-1, 0, 1):
        E_solid = solve_poisson(grid, solid_eps,
                                z * shell + environment)[1]
        E_gas = solve_poisson(grid, vacuum, z * shell)[1]
        change[z] = E_solid - E_gas
    return change[1] - change[0], change[0] - change[-1]


dIE, dEA = level_shifts(np.zeros(len(grid)))
assert abs(dIE + P) < 1e-4 and abs(dEA - P) < 1e-4
dIE_fixed, dEA_fixed = level_shifts(fixed)
common_shift = 5.0 * K / (EPS * grid[I_FAR])
assert abs(dIE_fixed - dIE - common_shift) < 1e-4
assert abs(dEA_fixed - dEA - common_shift) < 1e-4
assert abs((dEA_fixed - dIE_fixed) - narrowing) < 2e-4

# Interaction with the medium is twice the net stabilization
phi_gas, E_gas = solve_poisson(grid, vacuum, shell)
phi_solid, E_solid = solve_poisson(grid, solid_eps, shell)
interaction = phi_solid[I_R] - phi_gas[I_R]
P_field = outside_field_energy(R, 1.0) - outside_field_energy(R, EPS)
assert abs(interaction + 2 * P_field) < 2e-4
polarizing_cost = -P_field - interaction

# Medium that ends at ten molecular radii
E_finite = solve_poisson(grid, medium(EPS, finite=True), shell)[1]
P_finite = E_gas - E_finite
fraction = 1 - R / grid[I_FAR]
assert abs(P_finite - P * fraction) < 1e-4

# Screened potential felt by a distant opposite charge
attraction = -phi_solid[I_FAR]
assert abs(attraction + K / (EPS * grid[I_FAR])) < 1e-4

# Neutral spherical electron-hole distribution on one molecule
pair = ball - shell
pair_shift = (solve_poisson(grid, solid_eps, pair)[1]
              - solve_poisson(grid, vacuum, pair)[1])
assert abs(pair_shift) < 1e-6

# Large-permittivity limit, from the numerical solution
E_metal = solve_poisson(grid, medium(1e6), shell)[1]
assert abs(2 * (E_gas - E_metal) - K / R) < 2e-4

IE_solid, EA_solid = IE_GAS + dIE, EA_GAS + dEA
print(f"Born radius R = {R:.2f} nm")
print(f"relative permittivity eps = {EPS:.1f}")
print(f"K = e^2/(4 pi epsilon_0) = {K:.4f} eV nm")
print(f"dielectric factor 1 - 1/eps = {1 - 1 / EPS:.4f}")
print(f"field energy outside R, gas = {outside_field_energy(R, 1):.4f} eV")
print(f"field energy outside R, solid = "
      f"{outside_field_energy(R, EPS):.4f} eV")
print(f"polarization energy P, formula = {P:.4f} eV")
print(f"polarization energy P, Poisson = {E_gas - E_solid:.4f} eV")
print(f"gap narrowing 2P = {narrowing:.4f} eV")
print(f"gap narrowing 2P = {narrowing * e * 1e19:.3f} x 10^-19 J")
print(f"charge-medium interaction = {interaction:.3f} eV")
print(f"cost of polarizing medium = {polarizing_cost:.3f} eV")
print(f"gas IE (model input) = {IE_GAS:.2f} eV")
print(f"gas EA (model input) = {EA_GAS:.2f} eV")
print(f"gas transport gap = {IE_GAS - EA_GAS:.2f} eV")
print(f"solid IE = {IE_solid:.2f} eV")
print(f"solid EA = {EA_solid:.2f} eV")
print(f"solid transport gap = {IE_solid - EA_solid:.2f} eV")
print(f"fixed shell charge in test = {fixed[I_FAR]:.1f} e")
print(f"fixed shell radius in test = {grid[I_FAR]:.1f} nm")
print(f"common rise of IE and EA from it = {dIE_fixed - dIE:.3f} eV")
print(f"narrowing with fixed shell = {dEA_fixed - dIE_fixed:.3f} eV")
print(f"outer radius of finite medium = {grid[I_FAR]:.1f} nm")
print(f"fraction of P from finite medium = {P_finite / P:.3f}")
print(f"P from finite medium = {P_finite:.3f} eV")
print(f"pair attraction at {grid[I_FAR]:.1f} nm = {attraction:.3f} eV")
print(f"neutral-pair Born shift = {abs(pair_shift):.4f} eV")
for radius in (0.4, 0.6):
    print(f"narrowing, R = {radius:.1f} nm, eps = {EPS:.1f}: "
          f"{2 * born_energy(radius, EPS):.2f} eV")
for eps in (2.5, 3.5, 4.0):
    print(f"narrowing, R = {R:.1f} nm, eps = {eps:.1f}: "
          f"{2 * born_energy(R, eps):.2f} eV")
print(f"upper limit K/R at large eps = {K / R:.2f} eV")
print(f"largest quadrature error in P = {worst_quad:.1e} eV")
print(f"largest Poisson error in P = {worst_fem:.1e} eV")
print("all good")
```

It prints:

```
Born radius R = 0.50 nm
relative permittivity eps = 3.0
K = e^2/(4 pi epsilon_0) = 1.4400 eV nm
dielectric factor 1 - 1/eps = 0.6667
field energy outside R, gas = 1.4400 eV
field energy outside R, solid = 0.4800 eV
polarization energy P, formula = 0.9600 eV
polarization energy P, Poisson = 0.9600 eV
gap narrowing 2P = 1.9200 eV
gap narrowing 2P = 3.076 x 10^-19 J
charge-medium interaction = -1.920 eV
cost of polarizing medium = 0.960 eV
gas IE (model input) = 7.00 eV
gas EA (model input) = 2.00 eV
gas transport gap = 5.00 eV
solid IE = 6.04 eV
solid EA = 2.96 eV
solid transport gap = 3.08 eV
fixed shell charge in test = 5.0 e
fixed shell radius in test = 5.0 nm
common rise of IE and EA from it = 0.480 eV
narrowing with fixed shell = 1.920 eV
outer radius of finite medium = 5.0 nm
fraction of P from finite medium = 0.900
P from finite medium = 0.864 eV
pair attraction at 5.0 nm = -0.096 eV
neutral-pair Born shift = 0.0000 eV
narrowing, R = 0.4 nm, eps = 3.0: 2.40 eV
narrowing, R = 0.6 nm, eps = 3.0: 1.60 eV
narrowing, R = 0.5 nm, eps = 2.5: 1.73 eV
narrowing, R = 0.5 nm, eps = 3.5: 2.06 eV
narrowing, R = 0.5 nm, eps = 4.0: 2.16 eV
upper limit K/R at large eps = 2.88 eV
largest quadrature error in P = 4.4e-16 eV
largest Poisson error in P = 1.4e-06 eV
all good
```
